Quadrupole frequencies of spin 5/2 for any asymmetry parameter

A program that fits a perturbed angular correlation spectrum of a spin-5/2 probe has to decide how many frequencies to leave free. Three oscillation frequencies are present, but a static electric field gradient supplies two parameters: an overall scale and an asymmetry η. The fit should vary these two and compute the three frequencies from them. This needs a closed formula valid at every η, a rule for which frequency is which, and a way back from measured frequencies to the gradient. All three follow from one cubic equation.

**Model and conventions**

The nucleus has spin I = 5/2 and quadrupole moment Q. It sits in a static field gradient with principal components Vxx, Vyy, Vzz, and there is no magnetic field. The elementary charge e is positive, and I_x, I_y, I_z are dimensionless. The quadrupole Hamiltonian is

H = eQ/[2I(2I − 1)] · (Vxx I_x² + Vyy I_y² + Vzz I_z²).

The axes are labelled so that |Vxx| ≤ |Vyy| ≤ |Vzz|, and the asymmetry is η = (Vxx − Vyy)/Vzz. The charges that make the gradient are taken to lie outside the nucleus, so Laplace's equation gives Vxx + Vyy = −Vzz. Adding and subtracting these two relations yields

Vxx = −(1 − η)Vzz/2,  Vyy = −(1 + η)Vzz/2.

The condition |Vxx| ≤ |Vyy| then requires η ≥ 0, and |Vyy| ≤ |Vzz| requires η ≤ 1.

For I = 5/2 the prefactor is eQ/20. Inserting the components and taking out a further factor 1/2 gives

H = (eQVzz/40)[2I_z² − (1 − η)I_x² − (1 + η)I_y²].

Since I_x² + I_y² = I(I + 1) − I_z², with I(I + 1) = 35/4, this becomes

H = ħω_Q [3I_z² − 35/4 + η(I_x² − I_y²)],  ω_Q = eQVzz/(40ħ).

The factor 40 belongs to this definition of ω_Q. The frequency ν_Q = eQVzz/h is related to it by ω_Q = 2πν_Q/40. Energies are written E = ħω_Q x from here on.

**From six states to a cubic**

The diagonal elements 3m² − 35/4 are 10, −2 and −8 for |m| = 5/2, 3/2 and 1/2. The asymmetry term is

I_x² − I_y² = (I₊² + I₋²)/2,

so it connects m only with m ± 2. The six states split into {5/2, 1/2, −3/2} and {−5/2, −1/2, 3/2}. Reversing the sign of every m maps one set onto the other and leaves the matrix elements unchanged, so both blocks have the same eigenvalues. Each level is therefore a Kramers pair.

The raising operator has ⟨m+1|I₊|m⟩ = √[35/4 − m(m + 1)], which equals √8, 3, √8 and √5 for m = −3/2, −1/2, 1/2 and 3/2. The two couplings in the first block are

(η/2)⟨5/2|I₊²|1/2⟩ = (η/2)√8·√5 = √10 η,

(η/2)⟨1/2|I₊²|−3/2⟩ = (η/2)√8·3 = 3√2 η.

In the order 5/2, 1/2, −3/2 the block has diagonal 10, −8, −2, with these couplings between neighbours. Expanding det(x − H/ħω_Q) along the first row gives

(x − 10)[(x + 8)(x + 2) − 18η²] − 10η²(x + 2) = 0.

The part without η is (x − 10)(x² + 10x + 16) = x³ − 84x − 160. The part with η² is −18x + 180 − 10x − 20 = −28x + 160. Together,

x³ − 28(3 + η²)x − 160(1 − η²) = 0.

There is no x² term because the trace of the block is zero.

**Solving the cubic**

Define α = √[28(3 + η²)/3], so that the linear coefficient is 3α², and substitute x = 2α cos φ:

8α³cos³φ − 6α³cos φ = 2α³(4cos³φ − 3cos φ) = 2α³cos 3φ.

The cubic becomes

cos 3φ = 80(1 − η²)/α³.

The right side is not negative. It is largest at η = 0, where the numerator is largest and α is smallest. There it equals 80/28^(3/2), which is below 1 because 80² = 6400 is less than 28³ = 21952. A real angle therefore exists for every allowed η:

θ = (1/3) arccos[80(1 − η²)/α³],  0 < θ ≤ π/6.

Adding 2π/3 to φ, or subtracting it, leaves cos 3φ unchanged, so the three roots are

x_high = 2α cos θ,
x_mid = 2α cos(θ − 2π/3),
x_low = 2α cos(θ + 2π/3).

In code this form needs no complex arithmetic, and the argument of arccos stays well away from 1, where arccos would amplify rounding errors.

**The three frequencies**

Subtracting cosines turns the level differences into sines:

x_mid − x_low = 4α sin θ sin(2π/3) = 2√3 α sin θ,

x_high − x_mid = 4α sin(π/3 − θ) sin(π/3) = 2√3 α sin(π/3 − θ),

x_high − x_low = 4α sin(π/3 + θ) sin(π/3) = 2√3 α sin(π/3 + θ).

All three are positive, which confirms the order of the roots. Since θ ≤ π/6, the first is no larger than the second. Let ω₁ be the smaller adjacent gap, ω₂ the larger one and ω₃ the outer gap, all counted as positive angular frequencies. Then

ω₁ = 2√3 α|ω_Q| sin θ,
ω₂ = 2√3 α|ω_Q| sin(π/3 − θ),
ω₃ = 2√3 α|ω_Q| sin(π/3 + θ).

The sum rule follows by expanding one sine:

sin θ + sin(π/3 − θ) = sin θ + (√3/2)cos θ − (1/2)sin θ = sin(π/3 + θ),

so ω₃ = ω₁ + ω₂. Any three levels obey such a rule, because the outer gap is the sum of the two inner ones. Finding it in a spectrum supports a three-level scheme but does not show that the interaction is quadrupolar.

The ordering does carry information about the cubic. As the roots sum to zero,

(x_high − x_mid) − (x_mid − x_low) = x_high + x_low − 2x_mid = −3x_mid.

The product of the roots is 160(1 − η²) ≥ 0, with x_high positive and x_low negative, so x_mid ≤ 0. The two adjacent gaps are equal only when x_mid = 0, that is at η = 1.

If QVzz is negative, the level scheme is turned upside down and the smaller gap lies at the top. The three positive frequencies do not change, so they cannot give the sign of Vzz.

**Why the ratio falls from 2 to 1**

Dividing the second frequency by the first gives

R = ω₂/ω₁ = sin(π/3 − θ)/sin θ = (√3/2)cot θ − 1/2.

When η increases, 80(1 − η²) falls and α³ grows, so cos 3θ falls and θ rises. The cotangent falls as θ rises, hence R decreases strictly over the whole range.

At η = 0 the levels are 10, −2 and −8. The adjacent gaps are 6 and 12, and R = 2. At η = 1 the cubic is x³ − 112x = 0, with roots 0 and ±4√7. The gaps are equal and R = 1. The frequencies stand as 1:2:3 in the first case and as 1:1:2 in the second.

The formulas give these values, with frequencies in units of |ω_Q|:

η : ω₁, ω₂, ω₃ ; R
0.0 : 6.000, 12.000, 18.000 ; 2.000
0.2 : 6.256, 11.905, 18.162 ; 1.903
0.4 : 6.965, 11.652, 18.617 ; 1.673
0.6 : 7.998, 11.306, 19.305 ; 1.414
0.8 : 9.233, 10.934, 20.167 ; 1.184
1.0 : 10.583, 10.583, 21.166 ; 1.000

**Sensitivity near the two ends**

For small η write x = x₀ + δη², where x₀ is a root at η = 0. The terms of order η² in the cubic give

(3x₀² − 84)δ = 28x₀ − 160.

For x₀ = 10, −2 and −8 this yields δ = 5/9, 3 and −32/9. Second-order perturbation theory shows where these come from. The coupling 3√2 η acts across a gap of 6 and pushes two levels apart by 18η²/6 = 3η² each. The coupling √10 η acts across a gap of 18 and shifts its two levels by 10η²/18 = 5η²/9 each. The lowest level takes part in both and moves down by the sum.

The frequencies are then

ω₁/|ω_Q| ≈ 6 + (59/9)η²,  ω₂/|ω_Q| ≈ 12 − (22/9)η²,

and to the same order

R ≈ 2[1 − (11/54)η² − (59/54)η²] = 2 − (70/27)η².

Most of the initial fall comes from the rise of ω₁. Because the change is quadratic, the ratio is a weak measure of a small asymmetry. A ratio of 1.98, one percent below 2, already corresponds to η = 0.088.

Near the other end put η = 1 − ε. To first order 1 − η² = 2ε, and the small root obeys −112x_mid − 320ε = 0, so x_mid = −20ε/7. The difference of the two adjacent gaps is −3x_mid = 60ε/7, while each gap is close to 4√7. Therefore

R ≈ 1 + (60/7)ε/(4√7) = 1 + [15/(7√7)](1 − η) ≈ 1 + 0.81(1 − η).

Here the dependence is linear, and an error of 0.01 in R shifts η by about 0.012.

**From measured frequencies back to the gradient**

The ratio formula gives cot θ = (2R + 1)/√3. With S = R² + R + 1 and the identity (2R + 1)² + 3 = 4S, this means cos θ = (2R + 1)/(2√S). Then

cos 3θ = cos θ(4cos²θ − 3) = [(2R + 1)/(2√S)]·[(2R + 1)² − 3S]/S.

The last numerator is R² + R − 2 = (R − 1)(R + 2), so

80(1 − η²)/α³ = (R − 1)(2R + 1)(R + 2)/[2(R² + R + 1)^(3/2)].

The left side falls steadily with η, so a bracketing root search on 0 ≤ η ≤ 1 finds the single solution for any R between 1 and 2.

The scale follows from a combination that does not contain θ. Writing s = sin θ and c = cos θ,

s² + s(√3c/2 − s/2) + (√3c/2 − s/2)² = (3/4)(s² + c²) = 3/4.

Multiplying by (2√3 αω_Q)² = 12α²ω_Q² gives 9α²ω_Q² on the right, hence

ω₁² + ω₁ω₂ + ω₂² = 84(3 + η²)ω_Q².

A measured R slightly outside the interval from 1 to 2 has no solution. If the excess is within the error, the end value of η is the sensible estimate. If it is larger, either the lines are wrongly assigned or the model does not apply. Conversely, every R inside the interval is matched by some η, so a ratio in this range is only weak evidence for the model. The amplitudes can add evidence, but only if they are measured accurately, because another interaction with the same three frequencies may have similar amplitudes.

**Amplitudes in a powder**

In a γ cascade suited to the method, detecting the first γ ray selects nuclei whose spins are aligned along its direction n. The rank-2 part of this alignment is described by A(n) = 3(n·I)² − 35/4. For randomly oriented crystallites its survival is averaged over n:

G₂₂(t) = ⟨Tr[A U A U†]⟩/Tr A²,  U = exp(−iHt/ħ).

A(n) is a combination of five quadrupole operators T_a, proportional to I_xI_y + I_yI_x, its two cyclic partners, I_x² − I_y² and 3I_z² − 35/4, each scaled so that Tr T_a² = 1. The coefficients are the five real second-order harmonics of n, which are mutually orthogonal and have equal mean squares. The cross terms vanish and each operator receives weight 1/5. In the eigenstates j, k of H,

G₂₂(t) = (1/5) Σ_a Σ_jk |⟨j|T_a|k⟩|² cos[(E_j − E_k)t/ħ].

Collecting equal frequencies gives

G₂₂(t) = s₀ + s₁cos ω₁t + s₂cos ω₂t + s₃cos ω₃t.

Numerical diagonalization of H gives s₀ to s₃ as 0.200, 0.371, 0.286, 0.143 at η = 0, and 0.228, 0.341, 0.284, 0.147 at η = 0.4. The amplitudes depend on η and should be recomputed with the frequencies during a fit.

At η = 1 they are 0.2583, 0.2945, 0.2945, 0.1528, and the first two oscillations merge into one of amplitude 0.589. This creates an ambiguity. Two visible lines at 1:2 may be ω₁ and ω₂ at η = 0, with ω₃ lost to limited time resolution, or the merged line and ω₃ at η = 1. The lowest line is 6|ω_Q| in the first case and 10.58|ω_Q| in the second, so the wrong choice changes the inferred gradient by a factor of about 1.76. With perfect time resolution the amplitude of the lower line relative to the upper is 1.3 in the first case and 3.9 in the second. Finite resolution damps the upper line more and raises both ratios, so it must be divided out before the comparison. A Gaussian resolution that reduces ω₃ to a tenth of its amplitude in the first case turns 1.3 into 2.8.

**Worked example**

Take the round parameters Q = 0.8 barn, Vzz = 5.0 × 10²¹ V/m² and η = 0.4. They give ν_Q = 96.72 MHz and

ω_Q = 2π × 96.72/40 = 15.193 Mrad/s.

The cubic is x³ − 88.48x − 134.40 = 0. Then

α = √(88.48/3) = 5.4308,
cos 3θ = 134.40/(2 × 5.4308³) = 0.4195,
θ = 0.3793 rad.

The roots are −8.528, −1.562 and 10.090. Their differences, taken before rounding, are 6.965, 11.652 and 18.617, and multiplication by ω_Q gives

ω₁ = 105.8 Mrad/s,
ω₂ = 177.0 Mrad/s,
ω₃ = 282.8 Mrad/s.

For the way back, use the rounded values 105.8 and 177.0 Mrad/s as if they had been read from a spectrum. Their ratio is 1.6730. The root search returns η = 0.3998, and the scale relation returns |ω_Q| = 15.191 Mrad/s, or |Vzz| = 4.999 × 10²¹ V/m². The small departures from the input come from rounding the two frequencies. In a real analysis the relative uncertainty of Q also enters |Vzz|, whereas η does not depend on Q.

**Where the formulas stop applying**

A magnetic field can split the Kramers pairs, and more than three frequencies may then appear. A gradient that fluctuates during the nuclear lifetime is in general not described by a single H. The average gradient alone describes the signal only when the fluctuation rate w is so high that ω²t/w stays small over the whole observed time t, where ω is a typical quadrupole frequency. A rate merely well above ω still leaves a damping. For an axial gradient jumping among three perpendicular axes the average is zero, yet at |ω_Q|t = 4.5 G₂₂ has fallen to 0.27 for w = 10ω₃ and to 0.85 for w = 100ω₃. If the gradient varies from site to site, G₂₂ must be averaged over the distribution of ω_Q and η, and the ratio of two broadened line centres need not give the mean η. The coefficients 28 and 160 belong to I = 5/2, and another spin needs its own secular equation.
